# Why ten-percent pulses heat a line ten times more: test program

```python
"""Result under test: at fixed resistance, rectangular current pulses of duty
cycle D heat a line 1/D times more than direct current of the same average.
The mean temperature rise has this ratio at any period; the peak rise has it
only if the period is much shorter than the thermal time tau.
Symbols: theta = rise above the sink (K), q = heat per area of line (W/m2),
C = heat capacity per area, G = thermal conductance per area, tau = C/G,
alpha = relative growth of resistance per kelvin.
Material values are rough ones for a wide copper line in silica on silicon."""
import numpy as np
from scipy.constants import mu_0
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

duty = 0.1
period = 50e-9            # s
width, height, gap, length = 5e-6, 0.5e-6, 1e-6, 500e-6   # m
rho = 2.2e-8              # ohm m
k_metal, k_ins, k_sub = 350.0, 1.4, 150.0                 # W/(m K)
c_metal, c_ins = 3.4e6, 1.6e6                             # J/(m3 K)
alpha = 0.0035            # 1/K
j_avg = 1e10              # A/m2, equal to 1 MA/cm2

area = width * height
i_avg = j_avg * area
i_peak = i_avg / duty
i_rms = i_avg / np.sqrt(duty)
resistance = rho * length / area
C = c_metal * height
G = k_ins / gap
tau = C / G
q_dc = rho * j_avg**2 * height
q_peak = q_dc / duty**2
t_on = duty * period


def march(on_fraction, j_mean, cycle, growth=0.0, steps=200):
    """March the energy balance from cold; return min, max, mean of last cycle."""
    q_on = rho * (j_mean / on_fraction)**2 * height
    on_steps = round(on_fraction * steps)
    dt = cycle / steps
    theta = 0.0
    for _ in range(int(np.ceil(25 * tau / cycle)) + 2):
        trace = [theta]
        for step in range(steps):
            q = q_on if step < on_steps else 0.0
            a, b = q / C, (q * growth - G) / C
            s1 = a + b * theta
            s2 = a + b * (theta + dt * s1 / 2)
            s3 = a + b * (theta + dt * s2 / 2)
            s4 = a + b * (theta + dt * s3)
            theta += dt * (s1 + 2 * s2 + 2 * s3 + s4) / 6
            trace.append(theta)
    trace = np.array(trace)
    mean = (trace[:-1] + trace[1:]).sum() / (2 * steps)
    return trace.min(), trace.max(), mean


def peak_formula(cycle):
    return q_peak / G * np.expm1(-duty * cycle / tau) / np.expm1(-cycle / tau)


# Direct current, rapid pulses, and direct current of the same rms value
dc_rise = march(1.0, j_avg, period)[2]
low, high, mean = march(duty, j_avg, period)
rms_rise = march(1.0, j_avg / np.sqrt(duty), period)[2]
assert abs(dc_rise / (q_dc / G) - 1) < 1e-6
assert abs(mean / dc_rise * duty - 1) < 1e-5
assert abs(rms_rise / mean - 1) < 1e-5
assert abs(high / peak_formula(period) - 1) < 1e-5
low_formula = peak_formula(period) * np.exp(-(1 - duty) * period / tau)
assert abs(low / low_formula - 1) < 1e-5

# Slower pulses: the mean ratio stays, the peak ratio climbs
slow_results = []
for multiple in (1.0, 50.0):
    _, slow_high, slow_mean = march(duty, j_avg, multiple * tau)
    assert abs(slow_mean / dc_rise * duty - 1) < 2e-4   # time-step error
    assert abs(slow_high / peak_formula(multiple * tau) - 1) < 2e-4
    slow_results.append((multiple, slow_mean / dc_rise, slow_high / dc_rise))
assert abs(slow_results[-1][2] * duty**2 - 1) < 0.01

# Fourier shares of the heat, in units of the heat of the steady component
n = np.arange(1, 200001)
shares = 2 * (np.sin(np.pi * n * duty) / (np.pi * n * duty))**2
re3 = quad(lambda x: np.cos(6 * np.pi * x) / duty, 0, duty)[0]
im3 = quad(lambda x: np.sin(6 * np.pi * x) / duty, 0, duty)[0]
assert abs(2 * (re3**2 + im3**2) - shares[2]) < 1e-9
assert abs(shares.sum() - (1 / duty - 1)) < 1e-3        # cut-off of the series


# Triangular pulses filling the same fraction of the period
def triangle(x):
    return 1 - abs(2 * x / duty - 1)


tri_mean = quad(triangle, 0, duty, points=[duty / 2])[0]
tri_square = quad(lambda x: triangle(x)**2, 0, duty, points=[duty / 2])[0]
tri_ratio = tri_square / tri_mean**2
assert abs(tri_ratio - 4 / (3 * duty)) < 1e-8

# Resistance that grows with temperature
hot_dc = march(1.0, j_avg, period, alpha)[2]
hot_mean = march(duty, j_avg, period, alpha)[2]
theta0 = q_dc / duty / G
assert abs(hot_mean / (theta0 / (1 - alpha * theta0)) - 1) < 1e-3
assert abs(hot_dc / (duty * theta0 / (1 - alpha * duty * theta0)) - 1) < 1e-5
assert hot_mean / hot_dc > 1 / duty

# Heat storage in the insulator: line plus 100 layers, settled periodic state
layers, steps = 100, 500
dx = gap / layers
links = np.full(layers + 1, k_ins / dx)
links[[0, -1]] *= 2
K = np.diag(np.append(links[0], links[:-1] + links[1:]))
K -= np.diag(links[:-1], 1) + np.diag(links[:-1], -1)
capacity = np.append(C, np.full(layers, c_ins * dx))
one_step = expm(-K / capacity[:, None] * period / steps)
on_steps = round(duty * steps)
E_on = np.linalg.matrix_power(one_step, on_steps)
E_off = np.linalg.matrix_power(one_step, steps - on_steps)
unit = np.eye(layers + 1)
target = np.linalg.solve(K, q_peak * unit[0])
state = np.linalg.solve(unit - E_off @ E_on, E_off @ (target - E_on @ target))
trace = [state[0]]
for step in range(steps):
    aim = target if step < on_steps else 0 * target
    state = one_step @ (state - aim) + aim
    trace.append(state[0])
trace = np.array(trace)
layer_mean = (trace[:-1] + trace[1:]).sum() / (2 * steps)
layer_ripple = trace.max() - trace.min()
ripple_bound = q_peak * t_on * (1 - duty) / C
assert abs(layer_mean / mean - 1) < 1e-4
assert layer_ripple <= ripple_bound
assert high - low <= ripple_bound


# Sideways spreading: conductance per length divided by k_ins, in 2D
def shape_factor(metal_height, step):
    nx = round((width / 2 + 6 * gap) / step) + 1
    ny = round((gap + metal_height) / step) + 1
    index = np.arange(nx * ny).reshape(nx, ny)
    wx, wy = np.ones(nx), np.ones(ny)
    wx[[0, -1]] = 0.5
    wy[[0, -1]] = 0.5
    a = np.concatenate([index[:-1].ravel(), index[:, :-1].ravel()])
    b = np.concatenate([index[1:].ravel(), index[:, 1:].ravel()])
    w = np.concatenate([np.tile(wy, nx - 1), np.repeat(wx, ny - 1)])
    rows, cols = np.concatenate([a, b, a, b]), np.concatenate([a, b, b, a])
    lap = coo_matrix((np.concatenate([w, w, -w, -w]), (rows, cols))).tocsr()
    temp = np.zeros(nx * ny)
    metal = index[:round(width / 2 / step) + 1, round(gap / step):].ravel()
    temp[metal] = 1.0
    free = np.setdiff1d(index[:, 1:].ravel(), metal)
    temp[free] = spsolve(lap[free][:, free].tocsc(), -(lap @ temp)[free])
    return 2 * temp @ (lap @ temp)


flat = 2 * shape_factor(0.0, 25e-9) - shape_factor(0.0, 50e-9)
assert abs(flat / (width / gap + 4 * np.log(2) / np.pi) - 1) < 0.005
thick = 2 * shape_factor(height, 25e-9) - shape_factor(height, 50e-9)
spread_gain = thick / (width / gap)
assert spread_gain > 1

# Cooling through ends held at the sink temperature
healing = np.sqrt(k_metal * height * gap / k_ins)
half = length / (2 * healing)
end_factor = 1 - np.tanh(half) / half
cells = 800
h = length / cells
fin = np.diag(np.full(cells - 1, 1 + 2 * (healing / h)**2))
fin -= (healing / h)**2 * (np.eye(cells - 1, k=1) + np.eye(cells - 1, k=-1))
fin_mean = np.linalg.solve(fin, np.ones(cells - 1)).sum() / cells
assert abs(fin_mean - end_factor) < 1e-3

# Substrate warming: half-space point source averaged over the line footprint
inverse_r = quad(lambda v: 4 * (1 - v) * (
    length * np.arcsinh(length / (v * width))
    - np.hypot(length, v * width) + v * width), 0, 1)[0] / length**2
heat_per_length = q_dc / duty * width
sub_rise = heat_per_length * length * inverse_r / (2 * np.pi * k_sub)
sub_formula = heat_per_length / (np.pi * k_sub) * (
    np.log(2 * length / width) + 0.5)
assert abs(sub_rise / sub_formula - 1) < 0.01


# Current crowding: isolated line cut into square filaments
def loss_ratio(frequency):
    count = round(width / height)
    place = np.arange(count) * height
    distance = abs(place[:, None] - place[None, :])
    np.fill_diagonal(distance, 0.447 * height)   # self mean distance of a square
    r = rho / height**2
    inductance = -mu_0 / (2 * np.pi) * np.log(distance)
    matrix = r * np.eye(count) + 2j * np.pi * frequency * inductance
    current = np.linalg.solve(matrix, np.ones(count))
    loss = r * (abs(current)**2).sum() / abs(current.sum())**2
    assert abs((1 / current.sum()).real / loss - 1) < 1e-8   # energy balance
    return loss * count / r


kept = 200
ratios = np.array([loss_ratio(m / period) for m in range(1, kept + 1)])
extra = (shares[:kept] * (ratios - 1)).sum()
extra += (1 / duty - 1 - shares[:kept].sum()) * (ratios[-1] - 1)
crowding = extra * duty
skin_depth = np.sqrt(rho * t_on / (np.pi * mu_0))
assert 0 < crowding < 0.05

print(f"duty cycle: {duty:.2f}; period: {period*1e9:.0f} ns; on time: {t_on*1e9:.0f} ns")
print(f"line width: {width*1e9:.0f} nm; thickness: {height*1e9:.0f} nm")
print(f"line length: {length*1e6:.0f} um; insulator below: {gap*1e9:.0f} nm")
print(f"resistivity: {rho*1e9:.0f} nohm m; line resistance: {resistance:.2f} ohm")
print(f"conductivity of metal, insulator, substrate: {k_metal:.0f}, {k_ins:.1f}, {k_sub:.0f} W/(m K)")
print(f"heat capacity of metal, insulator: {c_metal/1e6:.1f}, {c_ins/1e6:.1f} MJ/(m3 K)")
print(f"resistance growth alpha: {alpha:.4f} 1/K")
print(f"current density, average: {j_avg/1e10:.1f} MA/cm2; peak: {j_avg/duty/1e10:.1f} MA/cm2")
print(f"current, average: {i_avg*1e3:.1f} mA; peak: {i_peak*1e3:.1f} mA; rms: {i_rms*1e3:.2f} mA")
print(f"line power, direct current: {resistance*i_avg**2*1e3:.3f} mW")
print(f"line power in a pulse: {resistance*i_peak**2*1e3:.1f} mW")
print(f"line power, pulse average: {resistance*i_rms**2*1e3:.2f} mW")
print(f"C per area: {C:.3f} J/(m2 K); G per area: {G/1e6:.3f} MW/(m2 K)")
print(f"thermal time tau: {tau*1e9:.0f} ns; period/tau: {period/tau:.4f}")
print(f"heat per area, direct current: {q_dc/1e6:.3f} MW/m2; in pulse: {q_peak/1e6:.1f} MW/m2")
print(f"rise, direct current: {dc_rise:.4f} K")
print(f"rise, rapid pulses, mean: {mean:.4f} K; min: {low:.4f} K; max: {high:.4f} K")
print(f"rise, direct current of the same rms value: {rms_rise:.4f} K")
print(f"rise if the peak current never stopped: {q_peak/G:.2f} K")
print(f"rapid pulses, mean ratio: {mean/dc_rise:.4f}; peak ratio: {high/dc_rise:.4f}")
for multiple, mean_ratio, peak_ratio in slow_results:
    print(f"period = {multiple:.0f} tau, mean ratio: {mean_ratio:.3f}; peak ratio: {peak_ratio:.2f}")
print(f"heat share of harmonics (steady component = 1): {shares.sum():.3f}")
print(f"heat ratio for triangular pulses: {tri_ratio:.3f}")
print(f"ripple, simple model: {high-low:.4f} K; upper bound: {ripple_bound:.4f} K")
print(f"ripple with heat storage in insulator: {layer_ripple:.4f} K; mean: {layer_mean:.4f} K")
print(f"with resistance growth, direct: {hot_dc:.4f} K; pulsed: {hot_mean:.4f} K")
print(f"with resistance growth, ratio: {hot_mean/hot_dc:.3f}")
print(f"flat-strip shape factor, computed: {flat:.3f}; known limit: {width/gap+4*np.log(2)/np.pi:.3f}")
print(f"conductance gain by sideways spreading: factor {spread_gain:.3f}")
print(f"pulsed mean rise with spreading alone: {mean/spread_gain:.2f} K")
print(f"healing length: {healing*1e6:.2f} um; mean rise with cold ends: factor {end_factor:.4f}")
print(f"substrate warming, pulsed: {sub_rise:.3f} K; direct current: {sub_rise*duty:.4f} K")
print(f"skin depth at 1/(on time): {skin_depth*1e9:.0f} nm")
print(f"extra pulsed heat by current crowding: {crowding*100:.3f} percent")
print("done: every assertion held")
```

It prints:

```
duty cycle: 0.10; period: 50 ns; on time: 5 ns
line width: 5000 nm; thickness: 500 nm
line length: 500 um; insulator below: 1000 nm
resistivity: 22 nohm m; line resistance: 4.40 ohm
conductivity of metal, insulator, substrate: 350, 1.4, 150 W/(m K)
heat capacity of metal, insulator: 3.4, 1.6 MJ/(m3 K)
resistance growth alpha: 0.0035 1/K
current density, average: 1.0 MA/cm2; peak: 10.0 MA/cm2
current, average: 25.0 mA; peak: 250.0 mA; rms: 79.06 mA
line power, direct current: 2.750 mW
line power in a pulse: 275.0 mW
line power, pulse average: 27.50 mW
C per area: 1.700 J/(m2 K); G per area: 1.400 MW/(m2 K)
thermal time tau: 1214 ns; period/tau: 0.0412
heat per area, direct current: 1.100 MW/m2; in pulse: 110.0 MW/m2
rise, direct current: 0.7857 K
rise, rapid pulses, mean: 7.8571 K; min: 7.7124 K; max: 8.0035 K
rise, direct current of the same rms value: 7.8571 K
rise if the peak current never stopped: 78.57 K
rapid pulses, mean ratio: 10.0000; peak ratio: 10.1863
period = 1 tau, mean ratio: 10.000; peak ratio: 15.05
period = 50 tau, mean ratio: 10.000; peak ratio: 99.33
heat share of harmonics (steady component = 1): 9.000
heat ratio for triangular pulses: 13.333
ripple, simple model: 0.2912 K; upper bound: 0.2912 K
ripple with heat storage in insulator: 0.2814 K; mean: 7.8571 K
with resistance growth, direct: 0.7879 K; pulsed: 8.0793 K
with resistance growth, ratio: 10.255
flat-strip shape factor, computed: 5.882; known limit: 5.883
conductance gain by sideways spreading: factor 1.335
pulsed mean rise with spreading alone: 5.88 K
healing length: 11.18 um; mean rise with cold ends: factor 0.9553
substrate warming, pulsed: 0.677 K; direct current: 0.0677 K
skin depth at 1/(on time): 5279 nm
extra pulsed heat by current crowding: 0.010 percent
done: every assertion held
```
